# Is NiSi stable against excess silicon? Formation enthalpies and the convex hull

## Question

I am studying nickel silicide contacts. A 20 nm film of NiSi lies on a silicon wafer, and I want to know whether it should turn into NiSi$_2$ if it is given the chance.

Rough formation enthalpies, relative to solid Ni and solid Si, are $-0.45$ eV per atom for NiSi and $-0.31$ eV per atom for NiSi$_2$. NiSi has clearly the more negative value. I would conclude that NiSi is the more stable compound and that it has no reason to react with the wafer. Is that right? And how would I read the answer from a convex hull, where NiSi lies much deeper than NiSi$_2$?

## Answer

The conclusion does not follow. The two numbers refer to different sets of atoms, and a reaction must have the same atoms on both sides. With your values, the balanced reaction slightly favours NiSi$_2$.

I first treat stoichiometric bulk phases at zero temperature and zero pressure, without interfaces. The equilibrium state is then the one of lowest enthalpy for given numbers of Ni and Si atoms. Temperature, stress and interfaces come afterwards, because the enthalpy difference turns out to be small.

### What the tabulated number means

Let $E$ be the total energy of a phase per formula unit, or per atom for an element. For a compound Ni$_a$Si$_b$ the formation enthalpy per atom is

$$h=\frac{E(\mathrm{Ni}_a\mathrm{Si}_b)-aE(\mathrm{Ni})-bE(\mathrm{Si})}{a+b}.$$

By this definition $h=0$ for solid Ni and for solid Si. I label the silicides by $m=b/a$, the number of Si atoms per Ni atom, so $h_1$ belongs to NiSi and $h_2$ to NiSi$_2$.

The inequality $h_1<h_2$ says that an average atom in NiSi has gained more energy, relative to the elements, than an average atom in NiSi$_2$. But half of the atoms in NiSi are Ni, against one third in NiSi$_2$. The comparison changes the composition along with the structure.

### The balanced reaction

Suppose $p$ units of NiSi and $q$ atoms of Si form one unit of NiSi$_2$. Counting Ni gives $p=1$. Counting Si gives $p+q=2$, so $q=1$:

$$\mathrm{NiSi}+\mathrm{Si}\rightarrow\mathrm{NiSi_2}.$$

The reaction enthalpy per unit of NiSi$_2$ is products minus reactants,

$$D=E(\mathrm{NiSi_2})-E(\mathrm{NiSi})-E(\mathrm{Si}).$$

The definition of $h$, solved for the total energies, gives

$$E(\mathrm{NiSi_2})=3h_2+E(\mathrm{Ni})+2E(\mathrm{Si}),$$

$$E(\mathrm{NiSi})=2h_1+E(\mathrm{Ni})+E(\mathrm{Si}).$$

On insertion, $E(\mathrm{Ni})$ cancels between the compounds. Of the silicon terms, $2E(\mathrm{Si})$ from the product cancels one $E(\mathrm{Si})$ from NiSi and one from the free silicon. What remains is

$$D=3h_2-2h_1.$$

The factors 3 and 2 are the numbers of atoms in the two formula units. The reaction lowers the enthalpy if $D<0$, which means

$$h_2<\tfrac23 h_1.$$

Since $h_1$ is negative, $\tfrac23h_1$ is less negative than $h_1$. There is therefore a window,

$$h_1<h_2<\tfrac23h_1,$$

in which NiSi has the more negative enthalpy per atom and is nevertheless unstable against silicon.

For your numbers,

$$D=3(-0.31)-2(-0.45)=-0.93+0.90=-0.03\ \text{eV}.$$

The competitor of NiSi$_2$ is NiSi plus one Si atom. That extra atom contributes zero, so the mixture averages $-0.90/3=-0.30$ eV per atom. This is the value to compare with $-0.31$; the value $-0.45$ leaves out the third atom.

The per-atom comparison is safe in two situations. If two phases have the same composition, the atom counts agree and the lower $h$ wins. And if NiSi$_2$ had $h_2\le h_1<0$, then $h_2<\tfrac23h_1$ would follow at once, and NiSi would certainly be unstable beside Si. The reverse inequality, which is your case, leaves the question open.

### The same result on the hull

Plot $h$ against the atomic fraction of silicon, $x$. NiSi lies at $x=1/2$, NiSi$_2$ at $x=2/3$ and Si at $x=1$.

Consider a mixture in which a fraction $f$ of all atoms belongs to NiSi and the rest to solid Si. Half the atoms of the NiSi part are silicon, so

$$x=\tfrac12f+(1-f)=1-\tfrac12f,\qquad f=2(1-x).$$

Its enthalpy per atom is

$$h_{\rm mix}=fh_1+(1-f)\cdot0=2(1-x)h_1.$$

This is a straight line in $x$, the tie line from NiSi to Si. At the composition of NiSi$_2$ its height is $\tfrac23h_1=-0.30$ eV per atom. The distance of NiSi$_2$ from this line is

$$h_2-\tfrac23h_1=\frac{3h_2-2h_1}{3}=\frac D3=-0.01\ \text{eV per atom}.$$

NiSi$_2$ lies below the line, so the line is not part of the lower hull. The hull instead rises from NiSi to NiSi$_2$, below the former tie line, and then rises somewhat more steeply to Si. The depth of NiSi compared with that of NiSi$_2$ does not settle the matter; the position of NiSi$_2$ relative to the tie line does.

NiSi is also on the hull. To see this, include Ni$_2$Si with the rough value $h_{1/2}=-0.49$ eV per atom. A mixture of Ni$_2$Si and NiSi$_2$ with equal numbers of atoms has $x=1/2$ and the enthalpy $(-0.49-0.31)/2=-0.40$ eV per atom. NiSi, at $-0.45$, is lower and does not split into its neighbours.

So two statements hold together in this model: NiSi is stable at its own composition, and it is unstable in contact with excess silicon. A place on the hull guarantees the first statement only.

### How much silicon is available?

Take one Ni atom and $n$ Si atoms, with $1\le n\le2$. Let $y$ units of NiSi$_2$ and $1-y$ units of NiSi form. The silicon count is

$$(1-y)+2y=1+y=n,\qquad y=n-1.$$

With $n=1$ the result is pure NiSi. With $n=1.5$ it is half a unit of each silicide. Beyond $n=2$ the amount $y$ stays at 1: with $n=10$ all the nickel is in NiSi$_2$, and eight Si atoms are left over.

For a film on a wafer, nickel is the scarce element. This suggests a better ranking, the formation enthalpy per Ni atom:

$$\eta_m=(1+m)h_m.$$

To see why it works, let a share $w_m$ of the Ni atoms go into silicide $m$, with $\sum_m w_m=1$; a share left as solid Ni is included with $\eta=0$. Leftover silicon contributes zero. The total enthalpy per Ni atom is $\sum_m w_m\eta_m$, an average that cannot lie below the smallest $\eta_m$. If there is enough silicon to put all the nickel into that phase, it is the equilibrium phase.

| Phase | $h$ (eV/atom) | $\eta$ (eV/Ni atom) |
|---|---:|---:|
| Ni$_2$Si | $-0.49$ | $-0.735$ |
| NiSi | $-0.45$ | $-0.90$ |
| NiSi$_2$ | $-0.31$ | $-0.93$ |

The order by $\eta$ is the reverse of the order by $h$. In this notation $D=\eta_2-\eta_1$.

The first two rows give a second and much clearer counterexample. Ni$_2$Si has the most negative $h$ of the three, yet for

$$\mathrm{Ni_2Si}+\mathrm{Si}\rightarrow2\,\mathrm{NiSi}$$

the enthalpy is $4(-0.45)-3(-0.49)=-1.80+1.47=-0.33$ eV. The supposedly most stable silicide reacts with silicon, with a driving force far larger than that of the NiSi$_2$ reaction.

### Silicon as a reservoir

Let $\mu$ be the enthalpy of a Si atom in a reservoir, relative to solid silicon. Taking an atom from the reservoir changes the reaction balance to

$$3h_2-(2h_1+\mu)=D-\mu.$$

NiSi$_2$ is favoured if $\mu>D$, and the two silicides coexist at $\mu=D$. The hull shows this value too. The tie line from NiSi to NiSi$_2$ has the slope

$$\frac{h_2-h_1}{2/3-1/2}=6(h_2-h_1).$$

Continued by $1/2$ from NiSi to $x=1$, it reaches

$$h_1+3(h_2-h_1)=3h_2-2h_1=D.$$

At the other end, NiSi gives way to Ni$_2$Si when $2\,\mathrm{NiSi}\rightarrow\mathrm{Ni_2Si}+\mathrm{Si}$ costs nothing. That reaction costs $0.33+\mu$ in eV, so the boundary is $\mu=-0.33$ eV. With these phases, NiSi is stable for

$$-0.33\ \text{eV}<\mu<-0.03\ \text{eV}.$$

A silicon wafer has $\mu=0$, just outside the window. Other nickel-rich silicides, omitted here, could raise the lower edge. They do not enter $D$.

### The opposite case

Change one number and keep the rest: let $h_2=-0.29$ eV per atom. Then

$$D=3(-0.29)-2(-0.45)=-0.87+0.90=+0.03\ \text{eV}.$$

NiSi$_2$ now lies 0.01 eV per atom above the tie line and is no longer on the hull. NiSi is stable against silicon. NiSi$_2$ still has a negative formation enthalpy, so it is stable against separation into the elements, but it can lower its enthalpy by splitting into NiSi and Si.

In both cases $h_1<h_2<0$. The same ranking per atom is compatible with both outcomes, so it cannot decide between them.

### How far can the sign be trusted?

If $h_1$ and $h_2$ have errors $\delta_1$ and $\delta_2$, then $D$ changes by $3\delta_2-2\delta_1$. In the worst case the errors have opposite signs and add up to five times the error per atom.

Rounding to two decimals allows 0.005 eV per atom, hence 0.025 eV in $D$. The range is $-0.055$ to $-0.005$ eV, and the sign survives. An assumed error of 0.02 eV per atom gives $-0.13$ to $+0.07$ eV, and it does not. Rough enthalpies therefore demonstrate the logic but do not prove that real NiSi$_2$ is stable beside silicon.

The Ni$_2$Si reaction is sturdier. Its worst-case error is $(4+3)\times0.02=0.14$ eV, well below 0.33 eV. The sign of this reaction is therefore safe. Its use as a counterexample also needs Ni$_2$Si to have the more negative $h$, and that gap is only 0.04 eV per atom, which the same worst-case error just closes. With the stated values, or with smaller errors, the per-atom ranking fails here without relying on the small value of $D$.

### Temperature and stress

At finite temperature and pressure the Gibbs energy replaces the enthalpy. One contribution comes from vibrations. NiSi has two atoms and six modes per formula unit, Si has three modes, and NiSi$_2$ has nine, so the number of modes is conserved.

A classical oscillator of angular frequency $\omega$ has the free energy $kT\ln(\hbar\omega/kT)$. If the nine product frequencies are higher than those of the reactants by a common factor $r$, the reaction free energy rises by $9kT\ln r$. It cancels $D$ when

$$r=\exp\left(\frac{-D}{9kT}\right).$$

At 1000 K, $kT=0.0862$ eV and $r=\exp[0.030/(9\times0.0862)]=1.039$. A stiffening of about 4 % is enough to remove the driving force; a softening of the same size would double it. I have not determined which occurs.

The classical formula is adequate for this estimate. Summing the quantum levels for a typical quantum of 0.040 eV gives a shift of 0.0306 eV instead of 0.030 eV, a difference of 2 %.

A pressure acting on all three phases can be of similar importance. Rough volumes per formula unit are 0.024 nm$^3$ for NiSi, 0.020 nm$^3$ for Si and 0.040 nm$^3$ for NiSi$_2$. The reaction volume is

$$\Delta V=0.040-0.024-0.020=-0.004\ \text{nm}^3.$$

If all three phases are under the same pressure of 1 GPa, the term $p\,\Delta V$ is $-0.025$ eV and favours NiSi$_2$. A uniform tension of 1 GPa contributes $+0.025$ eV and nearly cancels $D$. Letting the phases compress, with rough bulk moduli of 160 GPa for both silicides and 100 GPa for silicon, changes the pressure term only to $-0.0247$ eV. The rounding of the volumes matters more, since $\Delta V$ is itself a small difference: 0.0005 nm$^3$ in each volume lets the term at 1 GPa range from $-0.016$ to $-0.034$ eV. 
These shifts require a load shared by all three phases. A film on a thick wafer is different: its upper face is free, and the wafer holds it in the plane. For complete conversion, the film stress then enters through stored elastic energy. With an equal stress $\sigma$ in both in-plane directions, each strain is $\sigma/M$, where $M$ is the biaxial modulus, and the stored energy per volume is $2\times\tfrac12\sigma(\sigma/M)=\sigma^2/M$. For $\sigma=1$ GPa and a rough $M=270$ GPa, this is less than 0.001 eV per formula unit of NiSi, far below the size of $D$. The NiSi$_2$ film can carry a stress of its own; at the same $\sigma$ and $M$ it would store about 0.001 eV per formula unit. Both energies grow as $\sigma^2$, and local stresses around a growing grain are not included.

### Why NiSi can persist anyway

A negative $D$ gives the direction of the reaction, not its rate. A new grain of NiSi$_2$ needs new interfaces. Consider a sphere of radius $R$ with an effective interface energy $\gamma$ per area and an energy release $g$ per volume of NiSi$_2$. Its formation energy is

$$W(R)=4\pi R^2\gamma-\tfrac43\pi R^3g.$$

At the maximum, $dW/dR=8\pi R\gamma-4\pi R^2g=0$, so $R^*=2\gamma/g$. Inserting this radius gives

$$W^*=\frac{16\pi\gamma^3}{g^2}-\frac{32\pi\gamma^3}{3g^2}=\frac{16\pi\gamma^3}{3g^2}.$$

Here $g=0.030/0.040=0.75$ eV/nm$^3$. For $\gamma$ I assume 0.10 J/m$^2$, or 0.624 eV/nm$^2$, as a rough effective value. Then $R^*=1.66$ nm and $W^*\approx7.2$ eV. With $\gamma$ and $g$ held fixed, the barrier is about $120\,kT$ at 700 K and $84\,kT$ at 1000 K.

This value of $g$ assumes that the volume change of the reaction is fully relaxed. The reaction shrinks the material by $\varepsilon=0.004/0.044\approx9$ %. A sphere that held this misfit elastically in a matrix of the same stiffness would store $2KG\varepsilon^2/(3K+4G)$ per volume; for a bulk modulus $K=160$ GPa and a rough shear modulus $G=74$ GPa this is about 1.6 eV/nm$^3$, twice $g$. A nucleus can then grow only if diffusion, plastic flow or the free surface relaxes most of the misfit, and any unrelaxed part lowers $g$ and raises the barrier.

These figures are not predictions of a rate. The barrier varies as $\gamma^3/g^2$, and both quantities are uncertain: halving $\gamma$ lowers it eightfold, and halving $g$ raises it fourfold. Nucleation at an existing interface or grain boundary can also cost less than a full sphere, because the nucleus replaces part of a boundary that is already there. Taken literally, a barrier of $84\,kT$ would also block the conversion that is observed near 1000 K, so the real barrier there must be lower. What the estimate does show is how a small driving force can leave NiSi in place although it is not the equilibrium phase beside silicon.

### Your 20 nm film

At constant area, thicknesses scale with the volumes in the reaction. Complete conversion of the film would consume

$$20\times\frac{0.020}{0.024}=16.7\ \text{nm}$$

of silicon and produce

$$20\times\frac{0.040}{0.024}=33.3\ \text{nm}$$

of NiSi$_2$. Because the volumes are rounded, these thicknesses are good to about 1 nm. A wafer is hundreds of micrometres thick, so silicon is in excess. The film holds $20/0.024\approx830$ formula units per nm$^2$, so a change of 1 J/m$^2$ (6.24 eV/nm$^2$) in the sum of surface and interface energies on conversion shifts the balance by 0.0075 eV per formula unit, a quarter of the size of $D$.

In practice, NiSi contact films are made at very roughly 700 K, and on silicon they are observed to give way to NiSi$_2$ after annealing at very roughly 1000 K. The sign of $D$ found here agrees with that direction, but the bulk enthalpies contain no transformation temperature. The comparison also assumes that equilibrium is reached without a barrier, which need not hold during a short anneal. For the driving force itself, a 4 % shift of the vibrational frequencies at 1000 K is about as large as $D$. A thin NiSi film can also break up into islands, a change of shape that a comparison of bulk phases does not describe.

So your film is not protected by its $-0.45$ eV per atom. Whether it should convert depends on the small difference $3h_2-2h_1$, corrected for temperature, interfaces and stress; whether it does so during a given anneal depends on nucleation and growth. The main values used here are listed in the numerical output below.

## Numbers as computed

```
Reaction coefficients NiSi, Si, NiSi2: -1 -1 1
Ni2Si: h = -0.49 eV/atom; per Ni atom = -0.735 eV
NiSi: h = -0.45 eV/atom; per Ni atom = -0.900 eV
NiSi2: h = -0.31 eV/atom; per Ni atom = -0.930 eV
Enthalpy of NiSi + Si = -0.90 eV
Enthalpy of NiSi2 = -0.93 eV per formula
Reaction enthalpy D = -0.030 eV per NiSi2
NiSi-Si tie line at x=2/3: -0.300 eV/atom
NiSi2 relative to tie line: -0.010 eV/atom
Hull phases: Ni, Ni2Si, NiSi, NiSi2, Si
1 Ni + 1 Si gives: 1.00 NiSi
1 Ni + 1.5 Si gives: 0.50 NiSi, 0.50 NiSi2
1 Ni + 10 Si gives: 1.00 NiSi2, 8.00 Si
NiSi window in mu_Si: -0.330 to -0.030 eV
Hypothetical h(NiSi2) = -0.29 eV/atom
Hypothetical reaction enthalpy = 0.030 eV per NiSi2
Hypothetical height above hull = 0.010 eV/atom
Hypothetical hull: Ni, Ni2Si, NiSi, Si
D range, input error 0.005 eV/atom: -0.055 to -0.005 eV
D range, input error 0.02 eV/atom: -0.130 to 0.070 eV
Initial NiSi film = 20 nm
Si consumed = 16.7 nm; NiSi2 made = 33.3 nm
kT at 1000 K = 0.0862 eV
Mode stiffening that cancels D = 3.9 %
Test phonon quantum = 0.040 eV
Level-sum free-energy shift = 0.0306 eV
Volume of NiSi = 0.024 nm^3 per formula
Volume of Si = 0.020 nm^3 per formula
Volume of NiSi2 = 0.040 nm^3 per formula
Reaction volume = -0.004 nm^3 per NiSi2
Shift at +1 GPa pressure = -0.025 eV
Same shift with compressible phases = -0.0247 eV
Interface energy = 0.10 J/m^2 = 0.624 eV/nm^2
Driving force g = 0.75 eV/nm^3
Critical radius = 1.66 nm
Homogeneous nucleation barrier = 7.24 eV
Barrier/kT at 700 K = 120
Barrier/kT at 1000 K = 84
```
